# Thermal rise of the saturated ballistic injection velocity in two dimensions

## Definitions and conventions

The carriers occupy one parabolic, isotropic subband at the top of the barrier between source and channel. Energy \(E=k^2/2m\) is measured from the subband edge there, \(x\) points from source to drain, and the algebra is in atomic units. The spin degeneracy is 2 and the valley degeneracy is \(g\).

Saturation means that states with \(k_x>0\) are filled by the source Fermi function

\[
f(E)=\frac{1}{1+e^{(E-\mu)/k_BT}},
\]

while states with \(k_x<0\) are empty. This assumes that no carrier is scattered back, that the drain injects none, and that the barrier top acts classically: a carrier passes if its energy of motion along \(x\) lies above it.

Let \(n\) be the sheet density at the barrier top and \(J\) the particle flux per unit width. The injection velocity is \(v=J/n\). The density is held fixed as temperature changes.

The energy \(E_F\) is the value of \(\mu\) at zero temperature **in this half-filled state**. With

\[
t=\frac{k_BT}{E_F},\qquad v_F=\sqrt{\frac{2E_F}{m}},
\]

the result for small \(t\) is

\[
v(T)=\frac{4v_F}{3\pi}\left[1+\frac{\pi^2}{8}t^2+\frac{7\pi^4}{640}t^4+O(t^6)\right].
\]

The fraction \((\pi^2/8)t^2\) is thus the leading rise relative to zero temperature.

## Density and flux as energy integrals

Each wavevector state occupies an area \((2\pi)^2\) per unit sample area, and there are \(2g\) spin and valley copies. Hence

\[
n=\frac{g}{2\pi^2}\int_{k_x>0}f\,d^2k,\qquad
J=\frac{g}{2\pi^2}\int_{k_x>0}\frac{k_x}{m}f\,d^2k .
\]

In polar coordinates \(d^2k=k\,dk\,d\phi=m\,dE\,d\phi\), with \(-\pi/2<\phi<\pi/2\). The velocity along \(x\) is \(\sqrt{2E/m}\cos\phi\). The angular integrals are \(\int d\phi=\pi\) and \(\int\cos\phi\,d\phi=2\), so

\[
n=\frac{gm}{2\pi}\int_0^\infty f\,dE,\qquad
J=\frac{gm}{\pi^2}\sqrt{\frac2m}\int_0^\infty\sqrt E\,f\,dE .
\]

Their ratio is

\[
v=\frac2\pi\sqrt{\frac2m}\;
\frac{\int_0^\infty\sqrt E\,f\,dE}{\int_0^\infty f\,dE}.
\]

At zero temperature the two integrals are \(\tfrac23E_F^{3/2}\) and \(E_F\). Therefore

\[
n=\frac{gmE_F}{2\pi},\qquad v(0)=\frac{4v_F}{3\pi}.
\]

In equilibrium both half planes are filled, which doubles the density at a given Fermi level. The equilibrium Fermi energy at the same density is then \(E_F/2\). If \(t\) were formed with that energy it would be twice as large, and the coefficient of its square would be \(\pi^2/32\).

## What fixed density does to the Fermi level

An antiderivative of \(f\) is \(-k_BT\ln[1+e^{(\mu-E)/k_BT}]\). Keeping \(n\) at its zero-temperature value requires

\[
k_BT\ln\left(1+e^{\mu/k_BT}\right)=E_F ,
\]

and solving for \(\mu\) gives

\[
\mu=E_F+k_BT\ln\left(1-e^{-1/t}\right).
\]

The shift is negative and, for small \(t\), close to \(-k_BT\,e^{-1/t}\). It is smaller than any power of \(t\) because the density of states is constant in energy. Fixing the Fermi level instead of the density therefore gives the same power series for \(v\).

The denominator in \(v\) is now the constant \(E_F\). Dividing by \(v(0)\) leaves

\[
\frac{v(T)}{v(0)}=\frac{3}{2E_F^{3/2}}\,I(\mu),\qquad
I(\mu)=\int_0^\infty\sqrt E\,f\,dE .
\]

## Sommerfeld expansion

Integrate by parts, using \(\tfrac23E^{3/2}\) as the primitive of \(\sqrt E\). The boundary terms vanish, at \(E=0\) through the primitive and at infinity through \(f\). Put \(x=(E-\mu)/k_BT\) and \(s=k_BT/\mu\). Then

\[
I=\frac23\mu^{3/2}\int_{-1/s}^{\infty}(1+sx)^{3/2}h(x)\,dx,\qquad
h(x)=\frac{e^x}{(1+e^x)^2}.
\]

The function \(h\) is even and obeys \(h(x)\le e^{-|x|}\). The part of the integral with \(|x|>1/(2s)\) is therefore exponentially small. This part contains the lower limit, where the three-halves power is not analytic. In the rest, \(|sx|\le\tfrac12\), and the binomial expansion holds:

\[
(1+sx)^{3/2}=1+\frac32sx+\frac38s^2x^2-\frac1{16}s^3x^3+\frac3{128}s^4x^4+\cdots .
\]

Odd powers integrate to zero over the symmetric interval. Extending the even powers to the whole line costs another exponentially small amount. With \(M_p=\int_{-\infty}^{\infty}x^ph\,dx\),

\[
I=\frac23\mu^{3/2}\left[M_0+\frac38M_2s^2+\frac3{128}M_4s^4+O(s^6)\right].
\]

Since \(h=-\frac{d}{dx}(1+e^x)^{-1}\), the zeroth moment is \(M_0=1\). For the second, integrate by parts on \(x>0\) and expand \((1+e^x)^{-1}=\sum_{j\ge1}(-1)^{j+1}e^{-jx}\). The partial sums of this alternating series lie between 0 and \(e^{-x}\), which permits integration term by term:

\[
M_2=4\int_0^\infty\frac{x\,dx}{1+e^x}=4\sum_{j\ge1}\frac{(-1)^{j+1}}{j^2}.
\]

The same steps give

\[
M_4=8\int_0^\infty\frac{x^3\,dx}{1+e^x}=48\sum_{j\ge1}\frac{(-1)^{j+1}}{j^4}.
\]

Both sums follow from Fourier series on \([-\pi,\pi]\):

\[
x^2=\frac{\pi^2}3+4\sum_{j\ge1}\frac{(-1)^j}{j^2}\cos jx,
\]

\[
x^4=\frac{\pi^4}5+\sum_{j\ge1}(-1)^j\left(\frac{8\pi^2}{j^2}-\frac{48}{j^4}\right)\cos jx .
\]

At \(x=0\) the first gives \(\sum(-1)^{j+1}/j^2=\pi^2/12\), hence \(M_2=\pi^2/3\). The second gives

\[
0=\frac{\pi^4}{5}-8\pi^2\,\frac{\pi^2}{12}+M_4,\qquad M_4=\frac{7\pi^4}{15}.
\]

The coefficients in \(I\) are therefore \(\tfrac38\cdot\tfrac{\pi^2}{3}=\tfrac{\pi^2}{8}\) and \(\tfrac3{128}\cdot\tfrac{7\pi^4}{15}=\tfrac{7\pi^4}{640}\). Replacing \(\mu\) by \(E_F\), and so \(s\) by \(t\), changes nothing at any power of \(t\). Insertion in \(v(T)/v(0)\) gives the stated result.

## Physical meaning and range of validity

Heating moves carriers from energy \(E_F-\varepsilon\) to \(E_F+\varepsilon\). The numbers removed and added match because the density of states is constant. Each transfer raises the speed, and to leading order the gain in \(I\) is

\[
\int_0^\infty\frac{\sqrt{E_F+\varepsilon}-\sqrt{E_F-\varepsilon}}{1+e^{\varepsilon/k_BT}}\,d\varepsilon
\simeq\frac1{\sqrt{E_F}}\int_0^\infty\frac{\varepsilon\,d\varepsilon}{1+e^{\varepsilon/k_BT}}
=\frac{\pi^2(k_BT)^2}{12\sqrt{E_F}} .
\]

The upper limit of the first integral is formal, since only \(\varepsilon\) of order \(k_BT\) matters at this order. Division by \(\tfrac23E_F^{3/2}\) returns \((\pi^2/8)t^2\). At fixed density the current rises by the same fraction as the velocity.

The power series is asymptotic. The moments \(M_{2p}\) grow like \(2(2p)!\), faster than the binomial coefficients fall, so adding terms eventually makes the sum worse. Exponentially small terms also matter at moderate \(t\). The shift of \(\mu\) changes \(\mu^{3/2}\), and with it \(v\), by the relative amount

\[
\frac32\,\frac{\mu-E_F}{E_F}\simeq-\frac32\,t\,e^{-1/t}.
\]

In the opposite limit, \(t\gg1\), the occupation becomes proportional to \(e^{-E/k_BT}\). The ratio of the two energy integrals is then \(\tfrac12\sqrt{\pi k_BT}\), and

\[
v\to\sqrt{\frac{2k_BT}{\pi m}},\qquad
\frac{v}{v(0)}\to\frac{3\sqrt\pi}{4}\sqrt t .
\]

The quadratic law thus gives way to a square root, and it must not be extrapolated into the nondegenerate regime.

## Use in a calculation

With \(\hbar\) restored, the inputs \(n\), \(m\), \(g\) and \(T\) give

\[
E_F=\frac{2\pi\hbar^2n}{gm},\qquad
\mu=k_BT\ln\left(e^{E_F/k_BT}-1\right).
\]

If the quadratic law is not accurate enough, evaluate \(I(\mu)\) by quadrature. The substitution \(E=u^2\) removes the square-root behaviour at the lower limit.

## Worked example: an ultrathin silicon film

Take a symmetric double-gate film with a (100) surface and the channel along a cube axis. The body is 2.5 nm thick, \(n=8\times10^{12}\) cm\(^{-2}\), \(m=0.19\,m_e\), \(g=2\) and \(T=300\) K. These inputs give \(E_F=0.1008\) eV, so

\[
t=\frac{0.02585}{0.1008}\approx0.256,\qquad
\frac{\pi^2}{8}t^2\approx0.081 .
\]

The Fermi velocity is \(4.32\times10^7\) cm/s, and

\[
v(0)=\frac4{3\pi}\times4.32\times10^7\ \text{cm/s}=1.83\times10^7\ \text{cm/s}.
\]

The full integral at 300 K gives \(1.98\times10^7\) cm/s, or 1.98 Å/fs, a rise of 7.9 %. The leading term gives 8.1 %. The quartic term adds 0.46 percentage points and the exponential term removes 0.78, which brings the estimate to 7.8 %. The omitted \(t^6\) term, 0.28 percentage points, is the smallest term of the asymptotic series at this \(t\), so the estimate is reliable only to about 0.3 points.

| \(T\) (K) | \(t\) | Full rise (%) | \((\pi^2/8)t^2\) (%) |
|---|---|---|---|
| 77 | 0.066 | 0.54 | 0.53 |
| 150 | 0.128 | 2.06 | 2.03 |
| 300 | 0.256 | 7.89 | 8.12 |
| 400 | 0.342 | 12.93 | 14.43 |

The leading law is slightly low at the two lower temperatures, where the quartic term exceeds the exponential one. It is high at the two upper temperatures, where the order is reversed.

Two tests support these numbers. A direct sum over plane-wave states that are antiperiodic across a square of side 2 µm, at the same density and 300 K, also gives \(1.978\times10^7\) cm/s. At \(t=0.02\), the full rise divided by \(t^2\) is 1.2341, against \(\pi^2/8=1.2337\); the difference is the size of the quartic term. Further values are in the numerical output.

## Comparison with a real transistor

The density, masses and temperature are rough typical values for a silicon transistor in its on-state, but the body is thinner than the several nanometres usual in production. Of the corrections to the velocity estimated below, the one from scattering is the largest. For a rough mobility of 200 cm\(^2\)/Vs and a critical length of 3 nm, the estimate below lowers the velocity at 300 K from \(1.98\times10^7\) to about \(1.2\times10^7\) cm/s, to 0.59 of the ballistic value. This loss is much larger than the thermal rise.

**Backscattering.** Let \(\lambda\) be the length for which a long scattering region of length \(L\) transmits a fraction \(\lambda/L\). A small excess density \(\delta n\) entering such a region is accompanied by nearly as much returning, so diffusion carries a flux \(2D\,\delta n/L\). Equating this to \(\delta n\langle|v_x|\rangle\lambda/L\) gives \(\lambda=2D/\langle|v_x|\rangle\). On the equilibrium Fermi circle, with speed \(v_e\) and relaxation time \(\tau\), \(D=v_e^2\tau/2\) and \(\langle|v_x|\rangle=2v_e/\pi\). Hence \(\lambda=\pi v_e\tau/2\). The relaxation time is \(m/e\) times the mobility, with \(e\) the elementary charge, which gives about 10.4 nm here. The sharp Fermi circle is a zero-temperature approximation; thermal averaging at 300 K with the same mobility gives about 12 nm and raises the velocity ratio from 0.59 to 0.62.

Let \(\ell\) be the critical length, over which the barrier falls by \(k_BT\) and beyond which return to the source is neglected. The reflected fraction is estimated as \(R=\ell/(\ell+\lambda)\approx0.22\). If the forward stream has density \(n_+\) and the returning stream is taken to have the same mean speed along \(x\), then \(n=(1+R)n_+\), and

\[
v=\frac{1-R}{1+R}\,v_{\rm inj}(n_+),
\]

where \(v_{\rm inj}\) is the ballistic velocity at density \(n_+\). With \(n\) and \(\ell\) held fixed, a mean free path of 13.5 nm at zero temperature, 30 % longer than at 300 K, would cancel the thermal rise. A larger increase on cooling would make the velocity fall with temperature. As defined above, \(\ell\) is not fixed: for a barrier of given parabolic or linear shape it shrinks on cooling and vanishes with \(k_BT\). With \(\ell=3\) nm at 300 K and \(\lambda\) constant at 10.4 nm, this estimate makes the velocity fall on heating from low temperature to 300 K for both shapes. For the parabolic shape the fall ends near 380 K, and the velocity then rises slowly. This fall comes from tying \(\ell\) to \(k_BT\), a rule meant for nondegenerate carriers. Here \(E_F\approx4k_BT\) at 300 K, and a carrier near \(E_F\) can scatter elastically back to the source from points where the barrier has fallen by much more than \(k_BT\). Return therefore does not vanish on cooling. For elastic scattering with a constant relaxation time the reflected fraction hardly depends on temperature, and the velocity rises on heating. The ideal law alone therefore does not predict the temperature trend of a device.

**Band structure.** With hard walls, the next subband edges lie 0.196 and 0.251 eV above the lowest, so they are empty at zero temperature. At 300 K they hold 0.9 % of the carriers, and the rise at fixed total density becomes 7.1 %. These figures depend strongly on the walls. With a finite oxide barrier of 3.1 eV, an oxide mass of \(0.5\,m_e\) and continuity of \(\psi'/m\), the edges drop to 0.171 and 0.124 eV. The upper subbands then hold about 20 % of the carriers at 300 K, and the velocity falls by about 10 % instead of rising. Whether the one-subband law applies to a film of this thickness thus depends on the true subband spacing. Nonparabolicity of the form \(E(1+\alpha E)=k^2/2m\), with a rough \(\alpha=0.5\) eV\(^{-1}\), lowers the zero-temperature velocity by 5.5 % and leaves a rise of 7.6 % relative to that lower value, if \(E\) is measured from the subband edge. Measured from the bulk band edge, so that the hard-wall confinement energy of 0.065 eV is included, the two figures become 10.6 % and 8.5 %.

**Tunnelling.** A parabolic barrier of curvature frequency \(\omega\) transmits the fraction \(P=1/(1+e^{-E_x/\theta})\), where \(\theta=\hbar\omega/2\pi\) and \(E_x\) is the energy of motion along \(x\). Integration of the Schrödinger equation at \(E_x/\hbar\omega=-0.2\), 0.1 and 0.4 agrees with \(P\) within 0.002. At zero temperature the number of occupied transverse states is proportional to \(\sqrt{E_F-E_x}\). With \(u=E_F-E_x\), the flux is proportional to

\[
\int_0^\infty\frac{\sqrt u\,du}{1+e^{(u-E_F)/\theta}} .
\]

This is \(I(E_F)\) with \(k_BT\) replaced by \(\theta\), so the leading flux gain at fixed Fermi level is \((\pi^2/8)(\theta/E_F)^2\). A fall of \(k_BT\) within 3 nm gives \(\hbar\omega=0.048\) eV and a gain of 0.7 % at 300 K.

**Bias, fields and supply.** At a drain bias of 0.5 V, drain injection contributes about \(5\times10^{-8}\) of the density. The oxide field is 1.9 MV/cm, below the rough breakdown field of 10 MV/cm for silicon dioxide. For a uniform charge, the potential energy varies by 0.04 eV across the half-thickness of the body. Each subband feels only an average of this variation, and the two averages differ little, so the 0.196 eV spacing falls by only about 0.006 eV. With the charge distributed self-consistently in the lowest subband, the variation is 0.054 eV and the fall 0.010 eV. In the one-subband model without backscattering, the source must hold at least \(2n\), since both of its half planes are filled. In a source of the same thickness this requires a doping of about \(6\times10^{19}\) cm\(^{-3}\); with less, the assumed density cannot be supplied ballistically. Backscattering lowers this requirement, because returning carriers make up part of \(n\).

## Table of computed values

```
INPUTS (rough typical silicon film)
sheet density                     8.0e+12 cm^-2
transverse, longitudinal mass     0.19, 0.92 m_e
valley degeneracy                 2
body thickness                    2.5 nm
temperature                       300 K
kT                                0.02585 eV
IDEAL RESULT
EF, half-filled state             0.1008 eV
equilibrium EF, same density      0.0504 eV
t = kT/EF                         0.2565
Fermi level mu at T               0.1003 eV
shift mu - EF                     -0.00053 eV
Fermi velocity                    4.320e+07 cm/s
injection velocity at 0 K         1.833e+07 cm/s
injection velocity at T           1.978e+07 cm/s
  the same two in A/fs            1.833, 1.978
velocity at T from box sum        1.978e+07 cm/s
exact rise                        7.89 %
leading term                      8.12 %
quartic term                      0.46 %
exponential term                  -0.78 %
t^2 coefficient: found, pi^2/8    1.23413, 1.23370
t^4 coefficient: found, formula   1.0693, 1.0654
T (K), t, exact rise (%), leading term (%)
    77  0.0658    0.54    0.53
   150  0.1282    2.06    2.03
   300  0.2565    7.89    8.12
   400  0.3420   12.93   14.43
NEGLECTED EFFECTS
second subband, primed edge       0.196, 0.251 eV
share of carriers in upper bands  0.91 %
rise with upper subbands          7.10 %
nonparabolicity input             0.5 1/eV
  change of 0 K velocity          -5.47 %
  thermal rise with it            7.60 %
critical length input             3.0 nm
barrier hbar omega                0.0480 eV
flux gain by tunnelling           0.72 %
drain bias input                  0.5 V
drain-injected density share      4.9e-08
mobility input                    200 cm^2/Vs
backscattering mean free path     10.37 nm
velocity at T with scattering     1.167e+07 cm/s
  relative to ballistic value     0.590
0 K path that cancels the rise    13.49 nm
oxide field (SiO2, two gates)     1.86 MV/cm
band bending in body, uniform n   0.039 eV
least source doping               6.4e+19 cm^-3
```
